# Two Coulomb channels coupled by a delta shell: levels and widths

## The problem

An electron moves in two s-wave channels with thresholds $E_1=0$ and $E_2=\Delta>0$. In atomic units the radial functions obey

$$\tfrac12u_i''+\Big(\frac1r+\epsilon_i\Big)u_i=\lambda\,\delta(r-a)\,u_j(a),\qquad \epsilon_i=E-E_i,\quad j\neq i,$$

with $u_i(0)=0$. The shell only couples the channels; it adds no potential within either one.

(a) Construct a Coulomb pair $f_i,g_i$ usable in open and closed channels.
(b) Write the solutions outside the shell as $f_i\delta_{ij}-g_iK_{ij}$ and find $K$ in closed form.
(c) Find the conditions for bound levels and for resonances.
(d) Evaluate them for $a=1$ bohr, $\Delta=0.1$ hartree, $\lambda=0.5$ hartree bohr, and compare with a direct solution of the coupled equations.

## Hints

1. In an open channel, require $f$ to behave as a sine and $g$ as minus a cosine. Then express $g$ through $f$ and the outgoing wave.
2. The product $\pi f(r_<)g(r_>)$ is a Green function if $fg'-f'g=2/\pi$.
3. A delta shell needs the wave function at one radius only, so the integral equation becomes a $2\times2$ linear system.
4. Eliminate $g$ from the outer solution. What multiplies $f$ must vanish.

## Solution

### (a) The Coulomb pair

Drop the channel index. Let $\nu=1/\sqrt{-2\epsilon}$ in a closed channel and $\nu=i/k$, $k=\sqrt{2\epsilon}$, in an open one. With $z=2r/\nu$, take

$$f=\sqrt B\,2r\,e^{-z/2}\,{}_1F_1(1-\nu;2;z),\qquad w=e^{-z/2}z\,U(1-\nu,2,z).$$

Here $f$ is regular at the origin. At large $r$, $w\to z^\nu e^{-z/2}$, which decays in a closed channel and is outgoing, $\propto e^{ikr}$ up to the logarithmic phase, in an open one.

The factor $B$ fixes the open-channel amplitude to $\sqrt{2/\pi k}$. Without $\sqrt B$, the large-$r$ form of ${}_1F_1$ gives two conjugate exponentials, each of modulus $e^{-\pi/2k}/(k|\Gamma(1+i/k)|)$. Their sum is a sine of twice that amplitude. Since $|\Gamma(1+i/k)|^2=(\pi/k)/\sinh(\pi/k)$,

$$\frac{2e^{-\pi/2k}}{k}\sqrt{\frac{k\sinh(\pi/k)}{\pi}}=\sqrt{\frac{2}{\pi k}}\sqrt{1-e^{-2\pi/k}}.$$

Hence $B=1/(1-e^{-2\pi/k})$ in an open channel. In a closed channel set $B=1$, to which the open value tends at threshold.

Write $W(f,w)=fw'-f'w$; it does not depend on $r$. At the origin $f\simeq2\sqrt B\,r$, $w\to1/\Gamma(1-\nu)$, and $w'$ diverges only logarithmically, so $fw'\to0$ and

$$W(f,w)=-\frac{2\sqrt B}{\Gamma(1-\nu)}.$$

In an open channel with phase $\theta(r)$, $f\to\sqrt{2/\pi k}\,\sin\theta$ and $g\to-\sqrt{2/\pi k}\,\cos\theta$, so $W(f,g)=2/\pi$. The outgoing wave is $h=-g+if=\sqrt{2/\pi k}\,e^{i\theta}$, with $W(f,h)=-2/\pi$. As $h$ is proportional to $w$, the ratio of Wronskians gives $h=\Gamma(1-\nu)w/(\pi\sqrt B)$. Then $g=if-h$ is the case $\tau=i$ of

$$g=-\frac{\Gamma(1-\nu)}{\pi\sqrt B}\,w-\frac{f}{\tau},\qquad \tau=\begin{cases}i&\text{open}\\ \tan\pi\nu&\text{closed.}\end{cases}\tag{1}$$

In the closed case (1) is a definition. It keeps $W(f,g)=2/\pi$, because the $f$ term does not contribute. It also keeps $g$ finite at integer $\nu=n$. There, comparing leading powers at large $r$ gives $w=(-1)^{n-1}(n-1)!\,f$, while $\Gamma(1-\nu)\simeq(-1)^n/[(n-1)!\,(\nu-n)]$. The first term of (1) is then $+f/[\pi(\nu-n)]$ and the second is $-f/[\pi(\nu-n)]$, so the poles cancel.

At threshold the pair becomes $\sqrt{2r}\,J_1(\sqrt{8r})$ and $\sqrt{2r}\,Y_1(\sqrt{8r})$. As a numerical test, the mean of the pairs at $\epsilon=\pm10^{-3}$ hartree agrees with these functions at $r=a$ within $10^{-5}$.

### (b) The K matrix

The function $\mathcal G(r,r')=\pi f(r_<)g(r_>)$ is continuous, and its slope jumps at $r=r'$ by $\pi(fg'-f'g)=2$. Therefore $\tfrac12\mathcal G''+(1/r+\epsilon)\mathcal G=\delta(r-r')$. Let the columns of the matrix $u$ be two independent solutions, let $F(r),G(r)$ be the diagonal matrices of $f_i,g_i$, and let $V$ have off-diagonal elements $\lambda$ and zero diagonal. Then

$$u(r)=F(r)+\pi F(r_<)G(r_>)\,V\,u(a),$$

where $r_<,r_>$ are the smaller and larger of $r$ and $a$. From here on, functions without an argument are taken at $a$. For $r>a$ this reads $u=F(r)-G(r)K$ with $K=-\pi FVu(a)$.

Setting $r=a$, with $q_i=\pi f_ig_i$ and $Q=\mathrm{diag}(q_1,q_2)$, gives $(1-QV)u(a)=F$. Explicitly,

$$1-QV=\begin{pmatrix}1&-\lambda q_1\\-\lambda q_2&1\end{pmatrix},\qquad (1-QV)^{-1}=\frac1P\begin{pmatrix}1&\lambda q_1\\\lambda q_2&1\end{pmatrix},\qquad P=1-\lambda^2q_1q_2.$$

Multiplication by $V$ from the left exchanges the rows and supplies a factor $\lambda$. The outer factors $F$ then give

$$K=-\frac{\pi\lambda}{P}\begin{pmatrix}\lambda q_2f_1^2&f_1f_2\\f_1f_2&\lambda q_1f_2^2\end{pmatrix}.\tag{2}$$

No expansion in $\lambda$ was made. $K$ is symmetric, and its diagonal elements describe one or more excursions into the other channel and back, with the repetitions summed by $1/P$. Reversing the sign of $\lambda$ reverses only $K_{12}$, which is the same as changing the sign of $u_2$, so levels and widths are unaffected. If $f_1$ or $f_2$ vanishes at the shell, all of $K$ vanishes at that energy.

With both channels open at $E=0.3$ hartree, (2) was tested against direct integration of the coupled equations from near the origin, with the slope jump imposed at $a$. The largest difference between elements is $8\times10^{-12}$.

### (c) Bound levels and resonances

Combine the columns with coefficients $b_j$. Outside the shell, channel $i$ contains $b_if_i-(Kb)_ig_i$. Inserting (1) turns this into

$$\Big[b_i+\frac{(Kb)_i}{\tau_i}\Big]f_i+\frac{\Gamma(1-\nu_i)}{\pi\sqrt{B_i}}(Kb)_i\,w_i .$$

The $w_i$ term is acceptable: it decays or is outgoing. The coefficient of $f_i$ must vanish, so $\tau_ib_i+(Kb)_i=0$ and

$$(K_{11}+\tau_1)(K_{22}+\tau_2)=K_{12}^2.\tag{3}$$

Integer $\nu_i$ is covered by continuity.

*Bound levels, $E<0$.* Both $\tau_i$ equal $\tan\pi\nu_i$. For root searching, bring (3) to one side and multiply by $\cos\pi\nu_1\cos\pi\nu_2$ and by $P$. The factor $P$ suffices because $\det K=-\pi^2\lambda^2f_1^2f_2^2/P$ has a single power of $P$ in its denominator.

*Resonances, $0<E<\Delta$.* Now $\tau_1=i$, and (3) becomes

$$\tan\pi\nu_2=-\kappa,\qquad \kappa=K_{22}-\frac{K_{12}^2}{K_{11}+i}.\tag{4}$$

Its solutions are in general complex, $E=E_r-i\Gamma/2$, with $K$ continued to complex energy. An exception is an uncoupled channel-2 level at whose energy $f_1$ or $f_2$ has a node at the shell: there $K=0$, and the level stays real. For real $K$, $\mathrm{Im}\,\kappa=K_{12}^2/(1+K_{11}^2)\ge0$: the imaginary part measures escape into channel 1.

Conditions (3) and (4) are exact for this model when $K$ is evaluated at the energy of the solution. They fail if another interaction, such as a long-range dipole coupling, acts outside $a$, because $f_i$ and $g_i$ then no longer solve the outer equations.

### (d) Numbers

At $E=0$ the pairs at the shell are $f_1=0.56596$, $g_1=0.38625$ and $f_2=0.59832$, $g_2=0.37008$. Thus $q_1=0.6868$, $q_2=0.6956$, and

$$P=1-0.25(0.6868)(0.6956)=0.8806,$$

$$K_{12}=-\frac{\pi(0.5)(0.56596)(0.59832)}{0.8806}=-0.604.$$

Likewise $K_{11}=-0.199$ and $K_{22}=-0.219$.

The direct bound levels come from diagonalizing the coupled Hamiltonian on finite elements with a node at the shell. Both methods give ten levels below $-0.00676$ hartree, and their energies differ by at most $1.2\times10^{-13}$ hartree.

A simpler approximation keeps $K$ fixed. With its $E=0$ value, the highest of these levels has $\nu_1=8.2933$. To verify this root, use $E=-1/(2\nu_1^2)=-0.00727$ hartree, so $\nu_2=1/\sqrt{2(0.10727)}=2.159$ and $\tan\pi\nu_2=0.5455$. Equation (3) then gives

$$\tan\pi\nu_1=0.1987+\frac{0.3649}{0.5455-0.2193}=1.317,$$

whose arctangent divided by $\pi$ is $0.293$, as required. The value with $K(E)$ is $\nu_1=8.2964$.

Without coupling, the $n=2$ level of channel 2 would lie at $0.1-1/8=-0.025$ hartree, among the Rydberg levels of channel 1. With coupling, no level near there belongs mainly to channel 2. The channel-2 weight has a local maximum of 0.17 at $-0.0231$ hartree and is 0.15 and 0.13 in the two neighbours. The perturber is spread over several levels.

For the resonances, the direct calculation rotates the radius beyond 15 bohr into the complex plane, where outgoing waves decay. Resonances are the complex eigenvalues that stay fixed when the rotation angle changes. The complex roots of (4) agree with them within $1.8\times10^{-14}$ hartree for $n=3$ to $7$. The lowest has

$$E_r=0.04651\ \text{hartree}=1.266\ \text{eV},\qquad \Gamma=7.126\times10^{-3}\ \text{hartree}=193.9\ \text{meV}.$$

## Variation 1: one complex number for the whole series

*Freeze $K$ at $E=\Delta$ and predict all resonances.* Equation (4) gives $\nu_2=n-\mu$ with $\mu=\arctan(\kappa)/\pi$, hence

$$E_n=\Delta-\frac1{2(n-\mu)^2}.$$

Write $N=n-\mathrm{Re}\,\mu$. For $\mathrm{Im}\,\mu\ll N$, $(N-i\,\mathrm{Im}\,\mu)^{-2}\simeq N^{-2}(1+2i\,\mathrm{Im}\,\mu/N)$, so $\Gamma\simeq2\,\mathrm{Im}\,\mu/N^3$. Level spacings also scale as $N^{-3}$, so the ratio of width to spacing tends to $2\,\mathrm{Im}\,\mu$.

With $K_{11}=-0.1742$, $K_{12}=-0.5372$, $K_{22}=-0.1917$,

$$\kappa=-0.1917-\frac{0.2886\,(-0.1742-i)}{1.0303}=-0.143+0.280\,i,$$

and $\mu=-0.0489+0.0895\,i$. The limit of $\Gamma\nu^3$ is thus $0.179$ hartree, where $\nu$ is the real part of $\nu_2$. The direct values fall towards it, from $0.203$ at $n=3$ to $0.183$ at $n=7$. The resonances are therefore narrower than their spacing, though not by a large factor.

Relative to the direct widths, the frozen prediction is 11.5% too small at $n=3$ and 2.3% too small at $n=7$. To first order the change in $K$ is proportional to $E-\Delta\simeq-1/(2\nu^2)$, so from $n=3$ to $n=7$ the error of $\mu$ should fall to about $(3/7)^2=0.18$ of its value. The computed moduli, $0.0125$ and $0.0022$, have this ratio.

A rough estimate, not tested numerically here, suggests that freezing tends to get worse as the shell radius grows, though not monotonically, since $f_i(a)$ and $g_i(a)$ oscillate with $a$. Where $|\epsilon_i|\ll1/r$ the local momentum is about $\sqrt{2/r}$, and an energy change $\delta E$ shifts the phase accumulated up to $a$ by about $\delta E\int_0^a\sqrt{r/2}\,dr=(\sqrt2/3)\,a^{3/2}\delta E$. This semiclassical estimate must be small compared with one. That condition is necessary but not sufficient for the widths: it limits the absolute error of $\mu$, while the relative error of $\Gamma$ can still be large when the shell lies near a node of $f_1$ or $f_2$. For example, at $a=1.835$ bohr, where $J_1(\sqrt{8a})=0$, the threshold $f_2$ vanishes, so the frozen $K$ and all frozen widths are zero. The $n=3$ function $u_3$ has its first node at $1.902$ bohr instead, and the true width is small but not zero.

## Variation 2: weak coupling

*Recover the golden rule.* To order $\lambda^2$, $K_{12}^2=\pi^2\lambda^2f_1^2f_2^2$, while $K_{11}$ and $K_{22}$ are themselves of order $\lambda^2$. Thus $\kappa\simeq K_{22}+iK_{12}^2$, $\mathrm{Im}\,\mu\simeq K_{12}^2/\pi$, and

$$\Gamma\simeq\frac{2K_{12}^2}{\pi n^3}=2\pi\lambda^2f_1^2\,\frac{f_2^2}{n^3}=2\pi\,|\lambda f_1(a)u_n(a)|^2 .$$

The last step uses the normalized hydrogen function, which starts as $2r/n^{3/2}$, whereas $f_2$ starts as $2r$; hence $f_2=n^{3/2}u_n$. The energy is that of the uncoupled level, $\Delta-1/(2n^2)$.

For $n=3$ and $\lambda=0.5$ hartree bohr this gives $6.04\times10^{-3}$ hartree. The direct width is larger by a factor 1.180. At $\lambda=0.05$ hartree bohr the factor is 1.0017. The excess falls by about one hundred for a tenfold weaker coupling, as expected for a leading relative correction of order $\lambda^2$.

The numerical output below lists the computed levels, poles and widths.

## Computed values

```
shell radius a = 1.0 bohr; threshold gap = 0.1 hartree
coupling lambda = 0.50 hartree bohr
threshold pair at a: f = 0.565960, g = 0.386248 (a.u.)
E=0: K11 -0.198735, K12 -0.604053, K22 -0.219277, denominator 0.880569
E=Delta: K11 -0.174178, K12 -0.537228, K22 -0.191732, denominator 0.884290
E=0.3 hartree: K11 -0.129426, K12 -0.418517, K22 -0.142046, denominator 0.895040
channel 1 at E=Delta: f = 0.534377, g = 0.401449 (a.u.)
channel 2 at E=0: f = 0.598318, g = 0.370079 (a.u.)
K at 0.3 hartree, largest formula-ODE difference: 7.9e-12
Bound: E_MQDT, E_direct (hartree), nu1, channel-2 weight
  -0.81323351  -0.81323351  0.78411  0.4233
  -0.26445122  -0.26445122  1.37503  0.4771
  -0.11736111  -0.11736111  2.06406  0.1485
  -0.05770390  -0.05770390  2.94362  0.1148
  -0.03436101  -0.03436101  3.81463  0.1517
  -0.02311989  -0.02311989  4.65042  0.1707
  -0.01654757  -0.01654757  5.49690  0.1298
  -0.01223067  -0.01223067  6.39381  0.0781
  -0.00929847  -0.00929847  7.33296  0.0458
  -0.00726426  -0.00726426  8.29639  0.0283
largest bound-level difference: 1.2e-13 hartree
Bound, K frozen at E=0: nu1 with K(E), nu1 frozen
  3.81463  3.82208
  4.65042  4.65189
  5.49690  5.49327
  6.39381  6.38920
  7.33296  7.32903
  8.29639  8.29329
Resonances: n, Er (hartree), Gamma_MQDT, Gamma_direct (1e-3 hartree)
  3  0.04650942  7.126134  7.126134
  4  0.06957852  2.891970  2.891970
  5  0.08041429  1.455480  1.455480
  6  0.08634768  0.835004  0.835004
  7  0.08994363  0.523316  0.523316
largest complex-pole difference: 1.8e-14 hartree
complex quantum defect at E=Delta: -0.048895 + 0.089521 i
K frozen at E=Delta: n, Er (hartree), Gamma (1e-3 hartree), defect error
  3  0.04635095  6.306367  0.012494
  4  0.06954489  2.694766  0.006925
  5  0.08040399  1.390251  0.004406
  6  0.08634372  0.808606  0.003051
  7  0.08994186  0.511036  0.002239
direct Gamma*nu^3, n=3..7 (hartree): 0.202642, 0.192210, 0.187447, 0.184874, 0.183327
series limit of Gamma*nu^3: 0.179042 hartree
n=3 golden-rule width: 6.038819 (1e-3 hartree)
direct/golden width at lambda 0.50: 1.18005; at 0.05: 1.00170
n=3 resonance: Er = 1.26559 eV, Gamma = 193.912 meV
```
